**Diffuse virtuals, small denominators and weak coupling in a CASPT2 model**

The program treats a doubly excited reference $b^2$ coupled to configurations $ie$, where $i$ and $b$ are active orbitals and $e$ is an s-type virtual. The denominator is $D_e=\varepsilon_e+G$ with $G=\varepsilon_i-2\varepsilon_b$, and the coupling is $V_e=\sqrt2\,(bi|be)$. It asserts that the orbital formula for the second-order energy agrees with a linear solution in the two-electron product space, and that representative integrals agree with radial quadrature. On long even-tempered sequences of ratio 3, it asserts that the lowest virtual energy falls by about 3 per added function and that $V^2$ scales as $\varepsilon^{3/2}$ and as the inverse cube of the orbital radius. At $G=0$ the output shows the energy converging while the first-order weight grows by about $\sqrt3$ per function. At $G=0.3$ hartree both stay nearly constant. At $G=-0.02$ hartree the closest hit among zero to six diffuse functions occurs with two, and the nearest level later settles away from the pole. A two-level diagonalization gives a shift smaller than the coupling where second-order theory gives ten times the coupling.

## Verification by program

```python
"""
Result under test: why diffuse functions give weakly coupled intruders in CASPT2.
A doubly excited reference b^2 is coupled to configurations (i e), e = virtual.
  denominator  D_e = eps_e + G,   G = eps_i - 2 eps_b
  coupling     V_e = sqrt(2) (b i | b e)
  energy  -sum V_e^2 / D_e,   first-order weight  sum V_e^2 / D_e^2
For a short-ranged field and s-type virtuals in an even-tempered basis of ratio
beta: lowest eps falls by beta per added function, V^2 ~ eps^(3/2) ~ R^(-3).
At G = 0 the energy converges while the weight grows by sqrt(beta) per function.
Model: i = s Gaussian, b = p_z Gaussian, virtuals = s Gaussians orthogonal to i,
one centre, Hartree atomic units. Active-virtual elements of H0 are left out.
"""
import numpy as np
from scipy.integrate import quad, cumulative_trapezoid, trapezoid
from scipy.linalg import null_space, eigh, cholesky, block_diag
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
BETA = 3.0                    # ratio of successive exponents
N_COMPACT = 5                 # exponents 9, 3, 1, 1/3, 1/9
I_INDEX = 2                   # the function with exponent 1 is active orbital i
MU = 0.25                     # exponent of the p_z orbital b
DEPTH, GAMMA = 0.3, 0.5       # Gaussian well felt by the virtuals
EPS_I, EPS_B = -0.62, -0.30   # active orbital energies
G_STATE = EPS_I - 2 * EPS_B
G_SAFE = 0.3                  # a state well below its threshold
WINDOW = 0.05                 # energy range in which levels are counted
E_CUT = 1e-3                  # energy share that defines a pole window


def dipole_coulomb(p, q):
    """Coulomb integral of the densities z exp(-p r^2) and z exp(-q r^2)."""
    return np.pi**2.5 / (3 * p * q * (p + q)**1.5)


class Basis:
    def __init__(self, n_diffuse):
        a = 9.0 * BETA**(-np.arange(N_COMPACT + n_diffuse, dtype=float))
        self.a = a
        norm = (2 * a / np.pi)**0.75
        nn = np.outer(norm, norm)
        p = a[:, None] + a[None, :]
        self.S = nn * (np.pi / p)**1.5
        self.F = 3 * np.outer(a, a) / p * self.S
        self.F = self.F - DEPTH * nn * (np.pi / (p + GAMMA))**1.5
        self.R2 = 1.5 / p * self.S
        self.tail = -2 * np.pi / p * nn          # matrix of -1/r
        nb2 = 4 * MU * (2 * MU / np.pi)**1.5     # squared norm factor of b
        self.K = nb2 * nn * dipole_coulomb(MU + a[:, None], MU + a[None, :])
        # orthonormal, non-canonical virtuals orthogonal to i
        z = null_space(self.S[I_INDEX][None, :])
        low = cholesky(z.T @ self.S @ z, lower=True)
        self.B = z @ np.linalg.inv(low).T
        self.fv = self.B.T @ self.F @ self.B
        self.v = np.sqrt(2) * self.K[I_INDEX] @ self.B
        # canonical virtuals
        self.eps, u = eigh(self.fv)
        self.C = self.B @ u
        self.V = np.abs(np.sqrt(2) * self.K[I_INDEX] @ self.C)
        self.rms = np.sqrt(np.einsum("pe,pq,qe->e", self.C, self.R2, self.C))

    def resolvent(self, g):
        """Energy and weight from the linear equation, without eigenvectors."""
        x = np.linalg.solve(self.fv + g * np.eye(len(self.v)), self.v)
        return -self.v @ x, x @ x


# Integrals against radial quadrature
small = Basis(1)
a1, a2 = small.a[3], small.a[5]
n1, n2 = (2 * a1 / np.pi)**0.75, (2 * a2 / np.pi)**0.75


def fock_density(r):
    c1, c2 = n1 * np.exp(-a1 * r * r), n2 * np.exp(-a2 * r * r)
    kinetic = 0.5 * (-2 * a1 * r * c1) * (-2 * a2 * r * c2)
    return 4 * np.pi * r * r * (kinetic - DEPTH * np.exp(-GAMMA * r * r) * c1 * c2)


assert abs(quad(fock_density, 0, 30)[0] - small.F[3, 5]) < 1e-8
p_test, q_test = MU + 1.0, MU + a2
r = np.linspace(1e-6, 15, 30001)
inner = cumulative_trapezoid(r**4 * np.exp(-q_test * r**2), r, initial=0)
outer = np.exp(-q_test * r**2) / (2 * q_test)
potential = 4 * np.pi / 3 * (inner / r**2 + r * outer)
k_num = 4 * np.pi / 3 * trapezoid(r**3 * np.exp(-p_test * r**2) * potential, r)
assert abs(k_num / dipole_coulomb(p_test, q_test) - 1) < 1e-5
z2_norm = quad(lambda x: 4 * np.pi / 3 * x**4 * np.exp(-2 * MU * x * x), 0, 20)[0]
assert abs(4 * MU * (2 * MU / np.pi)**1.5 * z2_norm - 1) < 1e-8

# Orbital formula against the first-order equation in two-electron product space
series = [Basis(k) for k in range(11)]
main = series[6]
c_i = np.zeros((len(main.a), 1))
c_i[I_INDEX] = 1.0
orbs = np.hstack([c_i, main.B])
f_s = block_diag([[EPS_I]], main.fv)
one = np.eye(len(f_s))
h0 = np.kron(f_s, one) + np.kron(one, f_s) - 2 * EPS_B * np.eye(len(f_s)**2)
w = (orbs.T @ main.K @ orbs).ravel()
h0, w = h0[1:, 1:], w[1:]                        # remove the active pair (i,i)
e2_product = -w @ np.linalg.solve(h0, w)
e2_single = -np.sum(main.V**2 / (main.eps + G_STATE))
k_vv = main.C.T @ main.K @ main.C
d_vv = main.eps[:, None] + main.eps[None, :] - 2 * EPS_B
e2_double = -np.sum(k_vv**2 / d_vv)
assert abs(e2_product - e2_single - e2_double) < 1e-8 * max(1, abs(e2_product))
assert d_vv.min() > 0.5

# Limiting laws on the long sequence
b8, b9, b10 = series[8:11]
ratio_eps = b9.eps[0] / b10.eps[0]
log_v2 = 2 * np.log(b9.V[0] / b10.V[0])
power_eps = log_v2 / np.log(ratio_eps)
power_rms = log_v2 / np.log(b9.rms[0] / b10.rms[0])
assert all(b.eps[0] > 0 for b in series)
assert abs(ratio_eps - BETA) < 0.1
assert abs(power_eps - 1.5) < 0.05
assert abs(power_rms + 3) < 0.1
at_zero = [b.resolvent(0.0) for b in series]
weight_ratio = at_zero[10][1] / at_zero[9][1]
step_ratio = ((at_zero[10][0] - at_zero[9][0]) / (at_zero[9][0] - at_zero[8][0]))
assert abs(weight_ratio - np.sqrt(BETA)) < 0.05
assert abs(step_ratio - 1 / np.sqrt(BETA)) < 0.03

# Levels multiply near zero, but those near a fixed energy converge
counts = [int(np.sum(b.eps < WINDOW)) for b in series]
assert counts[6] - counts[0] >= 3


def nearest(b):
    return b.eps[np.argmin(np.abs(b.eps + G_STATE))]


assert abs(nearest(b10) / nearest(b9) - 1) < 1e-2

# A state well below threshold is protected; a -1/r tail gives negative levels
safe = [b.resolvent(G_SAFE) for b in series]
assert safe[6][1] < 0.1 * at_zero[6][1]
ion_levels = np.linalg.eigvalsh(main.B.T @ (main.F + main.tail) @ main.B)
assert ion_levels[0] < 0

# One intruder: perturbation theory against diagonalization
near = int(np.argmin(np.abs(main.eps + G_STATE)))
v_near = main.V[near]
d_near = 0.1 * v_near
pt_shift = -v_near**2 / d_near
true_shift = np.linalg.eigvalsh([[0, v_near], [v_near, d_near]])[0]
assert abs(true_shift) < v_near < abs(pt_shift)

print(f"Exponent ratio {BETA:.1f}; exponents of i {main.a[I_INDEX]:.2f}, b {MU:.2f} bohr^-2")
print(f"Well depth {DEPTH:.2f} hartree, well exponent {GAMMA:.2f} bohr^-2")
print(f"eps_i {EPS_I:.2f}, eps_b {EPS_B:.2f}, G {G_STATE:.4f} hartree = {G_STATE*EV:.3f} eV")
print("Lowest virtual against number n of diffuse functions")
print(f"n, alpha_min/bohr^-2, eps/hartree, rms r/bohr, V/hartree, levels below {WINDOW} hartree")
for n in range(7):
    b = series[n]
    print(f"{n} {b.a[-1]:.3e} {b.eps[0]:.4e} {b.rms[0]:.2f} {b.V[0]:.4e} {counts[n]}")
print("n, nearest D at G of the state/hartree, energy at G=0/hartree, weight at G=0")
for n in range(7):
    d_min = nearest(series[n]) + G_STATE
    print(f"{n} {d_min:+.5f} {at_zero[n][0]:.6f} {at_zero[n][1]:.4f}")
print(f"Virtuals for n=6: eps, V, half-width of window with share > {E_CUT} (all hartree)")
for e, v in list(zip(main.eps, main.V))[:7]:
    print(f"{e:.4e} {v:.4e} {v*v/E_CUT:.3e}")
print(f"Long sequence: eps ratio per function {ratio_eps:.4f}")
print(f"Power of V^2 in eps {power_eps:.4f}, in rms radius {power_rms:.4f}")
print(f"G=0: weight ratio per function {weight_ratio:.4f}, energy-step ratio {step_ratio:.4f}")
print(f"Level nearest -G, n=9 and n=10: {nearest(b9):.6f} {nearest(b10):.6f} hartree")
print(f"G={G_SAFE}: energy n=0 {safe[0][0]:.6f}, n=6 {safe[6][0]:.6f} hartree")
print(f"G={G_SAFE}: weight n=0 {safe[0][1]:.5f}, n=6 {safe[6][1]:.5f}")
print(f"State, n=6: one-virtual energy {e2_single:.6f}, two-virtual {e2_double:.6f} hartree")
print(f"State, n=6: product-space energy {e2_product:.6f} hartree")
print(f"State, n=6: one-virtual weight {main.resolvent(G_STATE)[1]:.4f}")
print(f"Smallest two-virtual denominator {d_vv.min():.4f} hartree")
print(f"With -1/r tail, n=6: {int(np.sum(ion_levels < 0))} negative levels, lowest {ion_levels[0]:.4f} hartree")
print(f"Two-level case: V {v_near:.5f}, D {d_near:.6f} hartree")
print(f"Shift by PT2 {pt_shift:.5f}, by diagonalization {true_shift:.5f} hartree")
print("success")
```

Running it gives:

```
Exponent ratio 3.0; exponents of i 1.00, b 0.25 bohr^-2
Well depth 0.30 hartree, well exponent 0.50 bohr^-2
eps_i -0.62, eps_b -0.30, G -0.0200 hartree = -0.544 eV
Lowest virtual against number n of diffuse functions
n, alpha_min/bohr^-2, eps/hartree, rms r/bohr, V/hartree, levels below 0.05 hartree
0 1.111e-01 2.3378e-01 3.35 2.6860e-02 0
1 3.704e-02 6.2015e-02 5.53 1.0758e-02 0
2 1.235e-02 1.8247e-02 9.29 4.5067e-03 1
3 4.115e-03 5.7004e-03 15.80 1.8668e-03 2
4 1.372e-03 1.8305e-03 27.08 8.0493e-04 3
5 4.572e-04 5.9765e-04 46.62 3.4523e-04 4
6 1.524e-04 1.9684e-04 80.46 1.5072e-04 5
n, nearest D at G of the state/hartree, energy at G=0/hartree, weight at G=0
0 +0.21378 -0.004075 0.0138
1 +0.04202 -0.004788 0.0361
2 -0.00175 -0.005209 0.0799
3 +0.01117 -0.005408 0.1521
4 -0.01016 -0.005528 0.2829
5 -0.00863 -0.005592 0.5032
6 -0.00814 -0.005629 0.8927
Virtuals for n=6: eps, V, half-width of window with share > 0.001 (all hartree)
1.9684e-04 1.5072e-04 2.272e-05
1.0426e-03 4.1416e-04 1.715e-04
3.6813e-03 9.9960e-04 9.992e-04
1.1861e-02 2.3315e-03 5.436e-03
3.7862e-02 5.5506e-03 3.081e-02
1.2535e-01 1.2773e-02 1.632e-01
4.4985e-01 2.8212e-02 7.959e-01
Long sequence: eps ratio per function 3.0039
Power of V^2 in eps 1.4983, in rms radius -3.0024
G=0: weight ratio per function 1.7374, energy-step ratio 0.5815
Level nearest -G, n=9 and n=10: 0.012081 0.012086 hartree
G=0.3: energy n=0 -0.002197, n=6 -0.002198 hartree
G=0.3: weight n=0 0.00294, n=6 0.00293
State, n=6: one-virtual energy -0.005128, two-virtual -0.004060 hartree
State, n=6: product-space energy -0.009189 hartree
State, n=6: one-virtual weight 0.2023
Smallest two-virtual denominator 0.6004 hartree
With -1/r tail, n=6: 6 negative levels, lowest -0.1725 hartree
Two-level case: V 0.00233, D 0.000233 hartree
Shift by PT2 -0.02332, by diagonalization -0.00222 hartree
success
```
